# Why a disordered s-orbital network can keep its electron mobility

**Q.** Electron mobility is roughly a thousand cm²/(V s) in crystalline silicon and roughly one in amorphous silicon. Bands come from periodicity, so an amorphous oxide semiconductor must lose its mobility in the same way. Without a lattice there is no wave vector, and without a wave vector there is no band.

**A.** Disorder does stop the wave vector $k$ from being conserved. What matters for transport is how quickly it is lost. If an electron travels a mean free path $l$ before scattering, its wave vector is blurred by about $1/l$. When $kl\gg1$ the blur is small compared with $k$, and a velocity and an effective mass still have meaning. So the question is how large $l$ is, and that depends on how strongly disorder changes the hopping between atoms.

**Q.** Why should it change the hopping less in an oxide?

**A.** In many of these oxides the conduction band is built mainly from large, spherical metal s orbitals. Turning a bond about an s orbital does not alter the overlap; changing its length does. A directed orbital responds to both.

Take a simple cubic network of $N$ sites with spacing $a$, one s orbital per site, and

$$H=-\sum_{\rm bonds}t_{ij}\big(|i\rangle\langle j|+|j\rangle\langle i|\big),\qquad t_{ij}=t_0e^{-(d_{ij}-a)/\lambda}.$$

The effective hop $t_{ij}$ includes the help of the oxygen between the metals, whose own angle dependence I neglect. The lengths $d_{ij}$ are independent Gaussian variables with mean $a$ and rms deviation $\sigma$. Site energies are equal, and there are no traps, charged dopants or missing neighbours.

For a Gaussian $x=d-a$, completing the square gives $\langle e^{-px/\lambda}\rangle=e^{p^2\sigma^2/2\lambda^2}$. With $p=1$ and $p=2$, the mean hop $\bar t$ and its variance $s^2$ are

$$\bar t=t_0e^{\sigma^2/2\lambda^2},\qquad s^2=t_0^2\big(e^{2\sigma^2/\lambda^2}-e^{\sigma^2/\lambda^2}\big)=\bar t^{\,2}\big(e^{\sigma^2/\lambda^2}-1\big).$$

I choose round parameters that stand for no named material: $t_0=1$ eV, $a=0.33$ nm, $\lambda=a/2$ and $\sigma=0.1a$. Then $\sigma/\lambda=0.2$, so $\bar t=e^{0.02}t_0=1.020$ eV and $s/\bar t=\sqrt{e^{0.04}-1}=0.202$. The hops scatter by 20 per cent about a mean that is not zero.

**Q.** A mean hop is an average over bonds. Does the actual disordered network have a band?

**A.** Split $H$ into a part with every hop equal to $\bar t$ and a fluctuation $V$. The first part is periodic, with plane-wave states and energies

$$E_{\rm band}(\mathbf k)=-2\bar t\sum_{\mu=x,y,z}\cos k_\mu a.$$

Since $\cos\theta\approx1-\theta^2/2$, the energy measured from the bottom, $-6\bar t$, is $E=\bar t a^2k^2$ for small $ka$. Comparing it with $\hbar^2k^2/2m$ gives $m=\hbar^2/(2\bar t a^2)$, here 0.34 electron masses.

To see what $V$ does, I took a disordered sample of $40^3=64000$ sites and computed the amplitude $\langle\mathbf k|e^{-iHt/\hbar}|\mathbf k\rangle$ with a Chebyshev expansion. The rate at which its phase turns gives the energy. For $\mathbf k$ along a cubic axis:

- At $ka=0.471$ the energy above the $k=0$ state is $0.221\,t_0$; the mean band gives $0.222\,t_0$.
- At $ka=0.942$ it is $0.849\,t_0$; the mean band gives $0.841\,t_0$.

The dispersion survives to about one per cent. The $k=0$ level itself moves from $-6.121\,t_0$ to $-6.206\,t_0$. A downward shift is expected: in second-order perturbation theory the lowest level changes by $\sum|V|^2/(E_0-E')$, and every denominator is negative.

**Q.** A band with a good mass could still have a hopeless scattering rate.

**A.** It could, so we need the rate. Let $\delta t_b=t_b-\bar t$, and let bond $b$ run from site $i$ to its neighbour in direction $\mu$. With $|\mathbf k\rangle=N^{-1/2}\sum_j e^{i\mathbf k\cdot\mathbf r_j}|j\rangle$, the two hopping directions of each bond give

$$\langle\mathbf k'|V|\mathbf k\rangle=-\frac1N\sum_b\delta t_b\,e^{i(\mathbf k-\mathbf k')\cdot\mathbf r_i}\left(e^{ik_\mu a}+e^{-ik'_\mu a}\right).$$

The $\delta t_b$ are independent with zero mean, so cross terms vanish when we average the square. Each of the three directions has $N$ bonds:

$$\overline{|V_{\mathbf k'\mathbf k}|^2}=\frac{s^2}{N}\sum_\mu\big[2+2\cos(k_\mu a+k'_\mu a)\big]\approx\frac{12s^2}{N}\quad(ka,k'a\ll1).$$

Next we need the density of final states. Spin is conserved, so we count one spin. The number of states per site with wave number below $k$ is

$$\frac{a^3}{(2\pi)^3}\,\frac{4\pi k^3}{3}=\frac{(ka)^3}{6\pi^2}=\frac{(E/\bar t)^{3/2}}{6\pi^2},$$

and its derivative with respect to energy is $g(E)=\sqrt E/(4\pi^2\bar t^{\,3/2})$. Fermi's golden rule, valid for weak disorder, then gives

$$\frac1\tau=\frac{2\pi}{\hbar}\,\frac{12s^2}{N}\,Ng(E)=\frac{6s^2\sqrt E}{\pi\hbar\,\bar t^{\,3/2}}.$$

The velocity is $v=\hbar^{-1}dE/dk=2\bar t a^2k/\hbar=2a\sqrt{\bar tE}/\hbar$. In the product $v\tau$ the energy cancels:

$$l=v\tau=\frac{2a\sqrt{\bar tE}}{\hbar}\,\frac{\pi\hbar\,\bar t^{\,3/2}}{6s^2\sqrt E}=\frac{\pi}{3}\,a\left(\frac{\bar t}{s}\right)^2.$$

Slow electrons have fewer states to scatter into, and near the band bottom this offsets their lower speed. Because the averaged $|V|^2$ does not depend on the scattering angle, a collision leaves no average memory of direction, and $l$ is also the mean free path for transport.

For the example, $l=1.047\times(1/0.202)^2a=25.7a$, or 8.5 nm.

**Q.** Is a 20 per cent spread weak enough for the golden rule?

**A.** Only roughly. The magnitude of the plane-wave amplitude decays as $e^{-t/2\tau}$, so the same numerical evolution gives $\tau$ without the golden rule. I multiplied it by the mean-band velocity at $ka=0.471$, using one sample for each disorder strength:

- $\sigma=0.05a$: formula $104a$, numerical evolution $102a$.
- $\sigma=0.10a$: formula $25.7a$, numerical evolution $19.8a$.
- $\sigma=0.15a$: formula $11.1a$, numerical evolution $7.0a$.

The numerical value is 23 per cent below the formula at $\sigma=0.10a$ and 37 per cent below it at $0.15a$. Single samples carry statistical error: at $\sigma=0.10a$ other samples and a larger cell give $21a$ to $23a$, so $19.8a$, and every number below that rests on it, is uncertain by about 15 per cent. All these values lie below the formula, and I suspect scattering beyond lowest order. The formula is optimistic at these strengths, so I shall carry both values.

**Q.** Real atoms move, and one displacement changes several bonds. Could independent bond lengths be hiding extra scattering?

**A.** For displacements of a lattice the correlation works the other way. Let atom $i$ move by $\mathbf u_i$, each component having variance $\sigma^2/2$, so that the stretch of a bond again has variance $\sigma^2$. To first order,

$$\delta t_b=-\frac{t_0}{\lambda}(\mathbf u_j-\mathbf u_i)_\mu .$$

Lengthening the bond on one side of an atom shortens the one on the other side. Put $\mathbf q=\mathbf k-\mathbf k'$ and $\mathbf u_{\mathbf q}=\sum_i\mathbf u_ie^{i\mathbf q\cdot\mathbf r_i}$. At small $k$ the bracket in the matrix element is about 2, and shifting the site label in the $\mathbf u_j$ term gives

$$V_{\mathbf k'\mathbf k}\approx\frac{2t_0}{N\lambda}\sum_\mu\left(e^{-iq_\mu a}-1\right)u_{\mathbf q,\mu}.$$

Now $\overline{|u_{\mathbf q,\mu}|^2}=N\sigma^2/2$, $|e^{-iq_\mu a}-1|^2\approx q_\mu^2a^2$, and $s\approx t_0\sigma/\lambda$. Hence

$$\overline{|V|^2}\approx\frac{4t_0^2}{N^2\lambda^2}\,\frac{N\sigma^2}{2}\,q^2a^2=\frac{2s^2q^2a^2}{N}.$$

For $|\mathbf k'|=|\mathbf k|$ the average of $q^2=2k^2(1-\cos\theta)$ over directions is $2k^2$. The decay rate is therefore smaller than for independent bonds by the factor $4k^2a^2/12=k^2a^2/3$, which is 0.074 at $ka=0.471$. Numerical evolution, with hops taken from the true distances, gives 0.07 to 0.09 depending on the sample. Closer agreement should not be expected. The numerical rate for independent bonds is itself 10 to 25 per cent above the golden rule, and terms beyond first order in $\mathbf u$ leave a part of $\overline{|V|^2}$, about 0.01 of $12s^2/N$, that does not vanish as $q\to0$. The factor $k^2a^2/3$ therefore fails once it falls to that level.

This scattering favours large angles. Weighting by $1-\cos\theta$, as momentum loss requires, replaces the average $2k^2$ by $8k^2/3$ and raises the factor to $4k^2a^2/9\approx0.10$. Independent lengths are thus the harsher assumption of the two. Neither network includes the changes of coordination found in a real glass.

**Q.** What mobility follows?

**A.** Take a doped film with $n=10^{20}$ cm⁻³, that is 0.1 nm⁻³. Filling a sphere of states with two spins gives

$$k_F=(3\pi^2n)^{1/3}=(2.96)^{1/3}\ {\rm nm}^{-1}=1.436\ {\rm nm}^{-1},$$

so $k_Fa=0.474$ and the Fermi energy is $1.020\times0.474^2=0.229$ eV above the band bottom. This is well above the thermal energy of 0.026 eV at 300 K, so the electrons that carry current lie near $k_F$. From $\mu=e\tau/m$, with $\tau=l/v$ and $mv=\hbar k_F$,

$$\mu_{\rm dis}=\frac{el}{\hbar k_F}=1.519\times10^{15}\times\frac{8.47\times10^{-9}}{1.436\times10^{9}}=8.96\times10^{-3}\ {\rm m^2/(V\,s)}.$$

That is 90 cm²/(V s); the numerical path of 6.53 nm gives 69, and the paths from other samples give up to about 80. Integrating the Boltzmann expression at 300 K with constant $l$ and fixed $n$ lowers the mobility by about 1 per cent.

The crystal also has scattering, from vibrations for instance. Suppose this limits it to $\mu_c=100$ cm²/(V s), a chosen value, and acts unchanged in the amorphous film. Rates of independent weak processes add, so

$$\frac1\mu=\frac1{\mu_c}+\frac1{\mu_{\rm dis}},\qquad \frac{\mu}{\mu_c}=\frac1{1+\mu_c/\mu_{\rm dis}}.$$

With $\mu_{\rm dis}=69$ the total is 41 cm²/(V s), or 0.41 of the crystal's mobility; the formula's path gives 47. Here the disorder in bond length alone costs about a factor of two.

**Q.** That fraction depends on your choice of crystal.

**A.** It does. A crystal with $\mu_c=1000$ cm²/(V s) would lose a factor of $1+1000/69\approx15$. What this disorder sets, at the chosen electron density, is a ceiling of some tens of cm²/(V s), not a universal ratio. At lower density the model's ceiling is higher, because $l$ stays about the same while the electrons have smaller $k$. The rise ends when the electrons are no longer degenerate: the thermal energy then sets $k$, and at 300 K the numerical path gives $4el/(3\sqrt{2\pi mk_BT})$, about 150 cm²/(V s), and the formula's path about 200. In real films, traps and potential barriers, left out here, can reverse this trend.

**Q.** Then how do I know that the round orbital is what saves the band?

**A.** Keep the network and its length disorder, but give each site one directed orbital along a random unit vector $\mathbf n_i$. If only the overlap along the bond direction $\mathbf e$ counts, the hop gains a factor $(\mathbf n_i\cdot\mathbf e)(\mathbf n_j\cdot\mathbf e)$. Its mean is zero because the axes are independent. Since $\langle(\mathbf n\cdot\mathbf e)^2\rangle=1/3$, its mean square is $1/9$ and its rms value $1/3$. With the signs chosen this way, there is no mean hop to build a band from.

The zero mean does not settle the matter, because reversing $\mathbf n_i$ merely changes the sign convention of an orbital. A quantity free of that convention is the participation number $1/\sum_i|\psi_i|^4$, roughly the number of sites a state occupies. I diagonalized samples of both kinds and averaged over the lowest $na^3N/2$ states, those the electrons fill:

- s orbitals: 749 of 1728 sites, and 2357 of 8000.
- Directed orbitals: about 5 sites in either size.

These low-lying s states grow with the sample; the low-lying directed states are localized. Higher in the directed band the states do spread: a tenth of the way up the spectrum they occupy about 80 of 512 sites and 230 of 1728. So the control shows that electrons at this density sit in a localized tail, not that the directed network lacks extended states. The length disorder is the same, so the angular factor, which varies in size as well as in sign, makes the difference.

**Q.** So that is amorphous silicon?

**A.** No. Fully random axes are an extreme case. Amorphous silicon keeps much of its tetrahedral bonding, and its low mobility also involves localized tail states that trap carriers. The control shows what angular disorder can do, not how much of it silicon has.

**Q.** And when would the s-orbital network fail as well?

**A.** When $kl$ falls towards 1. In the example $k_Fl$ is 9.4 with the numerical path, but at $\sigma=0.15a$ it is already $0.474\times7.0=3.3$. At fixed disorder, and if the numerical path of $19.8a$ also holds at much smaller $k$, $kl=1$ means $k=1/l$, an energy of about $\bar t(a/l)^2=1.02/19.8^2$ eV, or 3 meV above the band bottom. This is an estimate of where the plane-wave picture ends. Traps, charged dopants, uneven site energies or gaps in the metal network would add scattering or localization that this model leaves out, so its mobility is not a forecast for a particular film. What it refutes is the step from "no periodicity" to "no band".
